\section*{Work and phase-space volume in Evans's heat-field dynamics, part 2}

A uniform synthetic heat field $\mathbf F$ (dimension: inverse length) drives $N$ identical classical particles of mass $m$ in a volume $V$, open or periodic, with positions $\mathbf r_i$, momenta $\mathbf p_i$ and velocities $\mathbf v_i=\mathbf p_i/m$. Here $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$ (nearest image if periodic), $\phi_{ij}$ is the pair energy, $\mathbf F_{ij}$ is the force on $i$ from $j$, and double sums count each pair twice. The energies are
\begin{equation}
E_i=\frac{\mathbf p_i^2}{2m}+\frac12\sum_j\phi_{ij},
\qquad H_0=\sum_iE_i .
\label{energy}
\end{equation}
Without a thermostat, the motion follows
\begin{equation}
\mathbf c_i=E_i\,\mathbf F+\frac12\sum_j\mathbf F_{ij}\,(\mathbf r_{ij}\cdot\mathbf F),
\qquad
\bar{\mathbf c}=\frac1N\sum_i\mathbf c_i ,
\label{ci}
\end{equation}
\begin{equation}
\dot{\mathbf r}_i=\frac{\mathbf p_i}{m},\qquad
\dot{\mathbf p}_i=\sum_j\mathbf F_{ij}+\mathbf c_i-\bar{\mathbf c}.
\label{motion}
\end{equation}
With $w_{ij}=\frac12\mathbf F_{ij}\cdot(\mathbf v_i+\mathbf v_j)$, the energy flux $\mathbf J$ obeys
\begin{equation}
V\mathbf J=\sum_i\mathbf v_iE_i+\frac12\sum_{i,j}\mathbf r_{ij}\,w_{ij}
=\sum_i\mathbf v_iE_i+\frac12\sum_{i,j}\mathbf r_{ij}\,(\mathbf F_{ij}\cdot\mathbf v_i).
\label{flux}
\end{equation}
The total momentum $\mathbf P=\sum_i\mathbf p_i$ is conserved. The theorem gives the work rate and the phase-space divergence $\Lambda$:
\begin{align}
\dot H_0&=V\mathbf J\cdot\mathbf F-\frac{\mathbf P}{m}\cdot\bar{\mathbf c},
\label{work}\\
\Lambda&\equiv\sum_i\left(\frac{\partial}{\partial\mathbf r_i}\cdot\dot{\mathbf r}_i
+\frac{\partial}{\partial\mathbf p_i}\cdot\dot{\mathbf p}_i\right)
=\left(1-\frac1N\right)\frac{\mathbf P\cdot\mathbf F}{m}.
\label{div}
\end{align}
At $\mathbf P=0$, $\mathbf J$ is the heat flux, $\dot H_0=V\mathbf J\cdot\mathbf F$, and volume is preserved, also within the surface $\mathbf P=0$.

The matrix $M$ carries small displacements of the starting point to displacements at time $t$; the volume ratio is $|\det M|$.

The test cluster has four particles near the corners of a tetrahedron of edge $1.2$, field $(0.3,-0.2,0.1)$ and duration $0.5$, in units of $m$ and the Lennard-Jones energy $\varepsilon$ and length $\sigma$. Its pair energy is
\begin{equation}
\phi(r)=u(r)-u(r_c)-(r-r_c)u'(r_c),\qquad u(r)=4(r^{-12}-r^{-6}),
\label{lj}
\end{equation}
for $r<r_c=2.5$, with $\phi=0$ beyond. At $\mathbf P=0$ its log volume ratio was $-5.8\times10^{-8}$. Runs with $\mathbf P\neq0$ added a velocity $(0.5,0.2,-0.3)$; another run, started at $\mathbf P=0$, omitted $\bar{\mathbf c}$.

\subsection{Remark 2: volume is preserved without a Hamiltonian}

Preserved volume suggests that some Hamiltonian $H(\mathbf r,\mathbf p)$ generates the driven motion in these variables. None does. It would have to satisfy $\partial H/\partial\mathbf p_i=\mathbf p_i/m$ everywhere, so its mixed derivatives with respect to positions and momenta would vanish. Then $\dot{\mathbf p}_i=-\partial H/\partial\mathbf r_i$ could not depend on any momentum. The driving force does depend on momentum, through the kinetic energies:
\begin{equation}
\frac{\partial\dot p_{i\alpha}}{\partial p_{k\beta}}
=F_\alpha\left(\delta_{ik}-\frac1N\right)\frac{p_{k\beta}}{m}.
\end{equation}
At $\mathbf P=0$ the trace of this matrix is zero, while its elements in general are not.

The difference can be seen in the map $M$ of small displacements. Hamiltonian motion satisfies $M^{T}\Omega M=\Omega$, where $\Omega$ has blocks $\pm1$ that pair positions with momenta. For the cluster at $\mathbf P=0$ the largest element of $M^{T}\Omega M-\Omega$ is $2.6\times10^{-8}$ with the field off and $0.365$ with the field on, against elements of unit size in $\Omega$. The driven map is the one whose volume was preserved to $5.8\times10^{-8}$ in the logarithm. An integration scheme that relies on a Hamiltonian therefore has no footing here merely because $\Lambda=0$.

\subsection{Remark 3: two small systems}

For $N=2$ and $\mathbf P=0$ the particles have opposite momenta, hence equal kinetic energies, and they share the pair energy equally. The product $\mathbf F_{ij}(\mathbf r_{ij}\cdot\mathbf F)$ is also the same for both. So $\mathbf c_1=\mathbf c_2=\bar{\mathbf c}$, and the field exerts no force. The flux vanishes as well: its carried part is $E_1(\mathbf v_1+\mathbf v_2)=0$, and its transferred part contains the same sum of velocities. At least three particles are needed.

Three particles without interaction show a danger. Let their momenta be parallel to the field, with components $2a,-a,-a$. Then $\mathbf c_i$ has the components $4a^2,a^2,a^2$ times $F/2m$, with mean $2a^2F/2m$. Subtracting the mean leaves $2a^2,-a^2,-a^2$ times $F/2m$, which keeps the pattern of momenta and gives
\begin{equation}
\dot a=\frac{F}{2m}a^2,\qquad
a(t)=\frac{a_0}{1-a_0Ft/2m}.
\label{runaway}
\end{equation}
For $a_0F>0$ the momenta diverge at the finite time $2m/(a_0F)$. The theorem holds up to that moment. The energy is $H_0=3a^2/m$, so $\dot H_0=6a\dot a/m=3a^3F/m^2$, and the flux gives the same: $VJF=(8a^3-a^3-a^3)F/2m^2$. Preserved volume thus does not mean bounded energy. Such a runaway does not require a strong field: for free particles a weaker field only delays it, in proportion to $1/F$. In a liquid under a field weak enough that this time far exceeds the time between collisions, collisions interrupt the free flight; stronger fields and long runs without a thermostat are not examined here. In a dilute gas collisions may come too late.

\subsection{Proposition: the response to a weak field}

\emph{Let the system start at $\mathbf P=0$ with the canonical density $f_0\propto e^{-\beta H_0}$, $\beta=1/k_BT$, for its relative coordinates, and let the field $F$ along $x$ be switched on at $t=0$. To first order in $F$,}
\begin{equation}
\langle VJ_x(t)\rangle=\frac{F}{k_BT}\int_0^t\langle VJ_x(s)\,VJ_x(0)\rangle\,ds,
\label{response}
\end{equation}
\emph{where the correlation belongs to the motion without field.} The density $f_0$ must be normalizable, as it is in a periodic box or for particles joined by springs. The expansion in $F$ is made at each phase point. At a fixed nonzero field, extremely fast starting points can run away before time $t$, much as in (\ref{runaway}), so (\ref{response}) gives the first-order coefficient and does not guarantee that the mean exists at finite $F$. In the spring system tested below, such starts are far too rare to appear in the sample.

\paragraph{Proof.} Write a phase point as $\Gamma$ and its velocity as $\dot\Gamma_0+FD$, where $\dot\Gamma_0$ is the field-free part and $FD$ has the momentum components $\mathbf c_i-\bar{\mathbf c}$. Conservation of probability reads
\begin{equation}
\frac{\partial f}{\partial t}=-\nabla\cdot\left[f(\dot\Gamma_0+FD)\right].
\end{equation}
Put $f=f_0+Ff_1$ and keep the terms of first order. The field-free motion is Hamiltonian, so $\nabla\cdot\dot\Gamma_0=0$, and it leaves $f_0$ unchanged. Hence
\begin{equation}
\frac{\partial f_1}{\partial t}+\dot\Gamma_0\cdot\nabla f_1
=-D\cdot\nabla f_0-f_0\nabla\cdot D .
\end{equation}
Both parts of the theorem are used on the right. The last term is zero because $\Lambda=0$ at $\mathbf P=0$. In the other, $\nabla f_0=-\beta f_0\nabla H_0$, and $D\cdot\nabla H_0=VJ_x$ is the work rate per unit field. The right side is therefore $\beta f_0VJ_x$.

The left side is the rate of change of $f_1$ seen along a field-free trajectory, on which $f_0$ is constant. With $f_1=0$ at the start,
\begin{equation}
f_1(\Gamma,t)=\beta f_0(\Gamma)\int_0^tVJ_x(\Gamma_{-s})\,ds ,
\end{equation}
where $\Gamma_{-s}$ is the point from which field-free motion reaches $\Gamma$ in time $s$. The mean of $VJ_x$ in $f_0$ is zero, because reversing all momenta reverses $\mathbf J$ and leaves $H_0$ unchanged. Multiply $f_1$ by $F\,VJ_x(\Gamma)$ and integrate over $\Gamma$. Taking $\Gamma_{-s}$ as the new integration variable changes neither the volume element nor $f_0$, and the integrand becomes $VJ_x(0)\,VJ_x(s)$. This is (\ref{response}).

Had $\Lambda$ been nonzero, the term $-f_0\nabla\cdot D$ would have added a second correlation, and the flux alone would not have described the response.

The formula was tested on three particles joined by springs, with mass, spring constant and $k_BT$ as units. From $20000$ canonical starting points with $\mathbf P=0$, half the difference between runs with fields $+0.01$ and $-0.01$, divided by $0.01$, gives $0.656$ for $VJ_x$ at time $0.60$. The right side of (\ref{response}), divided by $F$, is $0.661$. The standard error of the difference is $0.019$, so the two agree within sampling error.

\paragraph{Connection with conductivity.} The Green--Kubo formula is taken here as an outside input:
\begin{equation}
\kappa=\frac{V}{k_BT^2}\int_0^\infty\langle J_x(s)J_x(0)\rangle\,ds .
\label{gk}
\end{equation}
Dividing (\ref{response}) by $V$ and comparing gives
\begin{equation}
\kappa=\frac{\langle J_x\rangle}{TF}.
\end{equation}
The coefficient of $F$ is taken first, then the limit of a large system, then that of long time. Fourier's law $J_x=-\kappa\,dT/dx$ shows that $F$ plays the part of $-d\ln T/dx$, although the driven system has no temperature gradient.

\subsection{A driven liquid in the regime of methane}

Take a periodic box of $N=108$ spherical molecules with the pair energy (\ref{lj}) in physical units. The parameters are rough values in the regime of liquid methane: $\sigma=0.37$ nm, $\varepsilon/k_B=150$ K, a mass of $16$ u, a density of $420$ kg/m$^3$ and $T=120$ K. The volume is $6.832$ nm$^3$ and the box edge $1.897$ nm. The cutoff, $0.925$ nm, is below half the edge. After melting and equilibration at $\mathbf P=0$, a field $F=0.10$ nm$^{-1}$ acts for $2.0$ ps.

The mean heat flux during this run is $2.491$ GW/m$^2$. The work is therefore
\begin{align}
W&=V\bar J_xFt\nonumber\\
&=(6.832\times10^{-27}\,\mathrm{m^3})(2.491\times10^{9}\,\mathrm{W/m^2})\nonumber\\
&\quad\times(10^{8}\,\mathrm{m^{-1}})(2.0\times10^{-12}\,\mathrm{s})\nonumber\\
&=3.40\times10^{-21}\,\mathrm{J}=21.24\ \mathrm{meV}.
\end{align}
The internal energy, computed separately from positions and momenta, rose by $21.2373$ meV, against $21.2433$ meV for the time integral of $VJ_xF$. The difference of $0.006$ meV is $1.7\times10^{-4}$ of the integral of $|VJ_xF|$, which is $35.3$ meV. Since the law is an identity, this remainder comes from the finite time step and the numerical integration.

The flux itself ranged from $-12.17$ to $11.50$ GW/m$^2$, so the liquid at times did work on the field. A rough conductivity of $0.2$ W/(m\,K) would give a mean work $\overline W=V\kappa TF^2t=20.5$ meV, close to the value found. This closeness is no measurement of $\kappa$. If $t$ is long compared with the memory of the flux, (\ref{gk}) gives the variance of the work from equilibrium fluctuations:
\begin{equation}
\mathrm{var}\,W\approx2tF^2V^2\int_0^\infty\langle J_x(s)J_x(0)\rangle ds
=2k_BT\,\overline W .
\end{equation}
With $k_BT=10.3$ meV the standard deviation is $\sqrt{2\times10.3\times20.5}\approx21$ meV, as large as the mean. This figure rests on the assumed conductivity. A short sample of field-free $2$ ps segments of the model liquid scatters by about $16\pm2$ meV, which would correspond to a mean work near $12$ meV; the spread remains at least as large as the mean. The work law holds on each trajectory, while the conductivity needs an average over many or long ones.

The kinetic temperature ended at $122.5$ K. With $3(N-1)=321$ momentum components, a rise of $2.5$ K means $\frac12\times321\times k_B\times2.5\,\mathrm{K}\approx35$ meV of kinetic energy. This exceeds the work, so about $13$ meV came out of the potential energy. A single final temperature is thus no measure of the energy supplied.

\subsection{The model beside real liquid methane}

The field corresponds to a gradient $TF=12$ K/nm, or $22.8$ K across the box. A drop of $10$ K over $1$ mm of real liquid is about a million times gentler. The driving force is nevertheless only $1.2\%$ of the molecular force in root mean square in the starting configuration, and about $1.1\%$ on average over configurations. This ratio alone does not show that the flux responds linearly, and no other field strength was run for the liquid. The free-flight time in (\ref{runaway}) for a thermal momentum $a_0=\sqrt{mk_BT}$ is about $80$ ps, well beyond the run. Real methane plainly breaks the assumption of structureless molecules: classical rotation holds $15.5$ meV per molecule, as much as translation. Its constant part would drop out of $\mathbf c_i-\bar{\mathbf c}$, but its fluctuations carry heat. The cut and shifted potential gives $-54.5$ meV per molecule where the uncut one, with uniform density assumed beyond the cutoff, gives $-73.3$ meV in the same configuration, a loss of $26\%$ of the latter. These are values for one configuration; averages over configurations lie about $1$ meV lower for both energies, with a loss of $25\%$. The mean square force $\overline{f^2}$ on a molecule gives a typical vibration frequency $\omega$ through $\omega^2=\overline{f^2}/(3mk_BT)$, the relation that holds for a classical harmonic oscillator in three dimensions. An oscillator at this frequency would have $4.7\%$ more energy in quantum than in classical mechanics. The last digit is not converged: longer sampling, a cell of $256$ molecules and a cutoff of $3.3\sigma$ give between $4.4\%$ and $4.6\%$. These figures size the omitted energies; the resulting shifts of the conductivity were not computed. None of them affects the work identity within the model.

\subsection{Conditions that cannot be dropped}

With unequal masses, $\sum_i\mathbf v_i$ need not vanish at $\mathbf P=0$. The same derivations then give a work correction $-\bar{\mathbf c}\cdot\sum_i\mathbf v_i$ and a divergence $(1-1/N)\,\mathbf F\cdot\sum_i\mathbf v_i$, so zero momentum secures neither law for a mixture.

A thermostat also changes both. A friction force $-\alpha\mathbf p_i$ with constant $\alpha$ removes energy at the rate $\alpha\sum_i\mathbf p_i^2/m$ and adds $-3N\alpha$ to the divergence in the full phase space. The energy gain then no longer records the work of the field alone. At $\mathbf P=0$ that work is the energy gain plus the energy removed by friction, or equally the time integral of $V\mathbf J\cdot\mathbf F$ computed from the flux. The numerical output lists the values for the cluster, the springs and the liquid.

\section*{Numbers as computed}
\begin{verbatim}
CLUSTER, 4 particles, reduced units
flux: largest error against d(sum r E)/dt = 3.0e-08
P not 0: dH0/dt by differences       = 0.265645
P not 0: V J.F - (P/m).cbar          = 0.265645
P not 0: V J.F alone                 = -0.420503
duration of tangent map              = 0.50
P = 0: log volume ratio              = -5.8e-08
P not 0: P.F/m                       = 0.3200
P not 0: log volume ratio, numerical = 0.120000
P not 0: log volume ratio, law       = 0.120000
no mean subtracted: log volume ratio = -0.135449
no mean subtracted: integral P.F/m   = -0.135449
symplectic defect, field off         = 2.6e-08
symplectic defect, field on, P = 0   = 0.365
RESPONSE, 3 particles with springs, reduced units
samples = 20000, time = 0.60, field = 0.01
driven V J_x per unit field          = 0.656
time integral of flux correlation/kT = 0.661
standard error of their difference   = 0.019
FLUID in the regime of liquid methane (rough parameters)
sigma = 0.37 nm, epsilon/k = 150 K, mass = 16 u
density = 420 kg/m3, temperature = 120 K
molecules = 108, box edge = 1.897 nm, volume = 6.832 nm3
cutoff radius = 0.925 nm
lattice order left after melting (1 = perfect) = 0.10
field = 0.10 1/nm, run = 2.0 ps, step = 4.0 fs
gain of internal energy H0   = 21.2373 meV
time integral of V J.F       = 21.2433 meV
time integral of |V J.F|     = 35.3038 meV
mean heat flux in the run    = 2.491 GW/m2
rms spread of the heat flux  = 4.760 GW/m2
lowest, highest heat flux    = -12.17, 11.50 GW/m2
kinetic temperature at end   = 122.5 K
SIZE OF WHAT IS LEFT OUT OR STRAINED
equivalent gradient T F      = 12.0 K/nm
equivalent drop over the box = 22.8 K
rms drive force / rms molecular force = 0.0120
rough conductivity assumed   = 0.2 W/(m K)
mean work expected from it   = 20.5 meV
hbar x Einstein frequency/kT = 0.75
quantum excess of vibrational energy = 4.7 %
rotational energy left out   = 15.5 meV per molecule
potential energy used        = -54.5 meV per molecule
same with uncut potential    = -73.3 meV per molecule
\end{verbatim}
